# Permeability from longitudinal and transverse permittivities, and what it omits: a program that tests the result

```python
"""
Result under test, for an isotropic mirror-symmetric medium:
    1 - 1/mu = (omega^2 / (c^2 q^2)) (eps_T - eps_L),  local mu from q -> 0.
eps_L, eps_T : longitudinal and transverse permittivity at wavevector q
mu           : relative permeability;  F denotes 1 - 1/mu
Atomic units inside: hbar = m = e = 4 pi eps0 = 1, B = curl E / (i omega).
Model: dilute random gas of isotropic harmonic atoms (frequency w0, electron
density n), first order in n, no spin magnetism.  A free-electron gas is used
to test the order of the limits q -> 0 and omega -> 0.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.special import factorial

hartree = sc.physical_constants["Hartree energy in eV"][0]
bohr = sc.physical_constants["Bohr radius"][0] * 1e10
c = 1.0 / sc.fine_structure
pi = np.pi


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


# ---- 1. Currents of P and M against the two-permittivity description ----
def curl(field, r, h=1e-3):
    jac = np.zeros((3, 3), complex)
    for k in range(3):
        step = np.zeros(3)
        step[k] = h
        jac[k] = (field(r + step) - field(r - step)) / (2 * h)
    return np.array([jac[1, 2] - jac[2, 1], jac[2, 0] - jac[0, 2],
                     jac[0, 1] - jac[1, 0]])


c_test, w_test, eps_test, mu_test = 2.0, 1.3, 2.3, 1.4
q_vec = np.array([0.4, -0.7, 0.5])
amp = np.array([1.0, 0.3 + 0.2j, -0.6])
point = np.array([0.2, 0.1, -0.3])


def e_field(r):
    return amp * np.exp(1j * q_vec @ r)


def magnetization(r):
    b_field = curl(e_field, r) / (1j * w_test)
    return c_test**2 / (4 * pi) * (1 - 1 / mu_test) * b_field


e_here = e_field(point)
current = (-1j * w_test * (eps_test - 1) / (4 * pi) * e_here
           + curl(magnetization, point))
eps_e = e_here + 4j * pi * current / w_test
q2_test = q_vec @ q_vec
e_long = q_vec * (q_vec @ e_here) / q2_test
e_tran = e_here - e_long
d_long = q_vec * (q_vec @ eps_e) / q2_test
d_tran = eps_e - d_long
eps_l_test = np.vdot(e_long, d_long) / np.vdot(e_long, e_long)
eps_t_test = np.vdot(e_tran, d_tran) / np.vdot(e_tran, e_tran)
assert np.allclose(d_tran, eps_t_test * e_tran, atol=1e-5)
recovered = w_test**2 / (c_test**2 * q2_test) * (eps_t_test - eps_l_test)
assert close(recovered, 1 - 1 / mu_test, 1e-5)
assert close(eps_l_test, eps_test, 1e-5)

# ---- 2. Oscillator states on a grid, no analytic wavefunctions ----
w0_ev, w_ev, n_ang = 10.0, 4.0, 0.001
w0, w, n = w0_ev / hartree, w_ev / hartree, n_ang * bohr**3
dx = 0.4
x = dx * np.arange(-45, 46)
diff = np.subtract.outer(np.arange(x.size), np.arange(x.size))
safe = np.where(diff == 0, 1, diff)
sign = np.where(diff % 2 == 0, 1.0, -1.0)
deriv = np.where(diff == 0, 0.0, sign / (dx * safe))
kinetic = np.where(diff == 0, pi**2 / 6, sign / safe**2) / dx**2
energy, vec = np.linalg.eigh(kinetic + np.diag(0.5 * w0**2 * x**2))
gap = energy - energy[0]
ground = vec[:, 0]
p_elem = -1j * vec.T @ (deriv @ ground)


def eps_long_grid(q, om):
    wave = np.exp(1j * q * x)
    j = -0.5j * vec.T @ (deriv @ (wave * ground) + wave * (deriv @ ground))
    s = np.sum(2 * gap * abs(j)**2 / (om**2 - gap**2))
    return 1 - 4 * pi * n / om**2 * (1 + s)


def eps_long_density(q, om):
    rho = vec.T @ (np.exp(1j * q * x) * ground)
    s = np.sum(2 * gap * abs(rho)**2 / (om**2 - gap**2))
    return 1 - 4 * pi * n / q**2 * s


def eps_tran_grid(q, om):
    rho = vec.T @ (np.exp(1j * q * x) * ground)
    g = gap[:, None] + gap[None, :]
    weight = np.outer(abs(p_elem)**2, abs(rho)**2)
    s = np.sum(2 * g * weight / (om**2 - g**2))
    return 1 - 4 * pi * n / om**2 * (1 + s)


def f_grid(q, om):
    return om**2 / (c * q)**2 * (eps_tran_grid(q, om) - eps_long_grid(q, om))


# ---- 3. Closed sums ----
k = np.arange(60)


def poisson(q):
    s = q**2 / (2 * w0)
    return np.exp(-s) * s**k / factorial(k)


def eps_long(q, om):
    return 1 + 4 * pi * n * np.sum(poisson(q) / ((k + 1)**2 * w0**2 - om**2))


def f_closed(q, om):
    terms = (k + 2) / ((k + 2)**2 * w0**2 - om**2)
    return -2 * pi * n * w0 / c**2 * np.sum(poisson(q) * terms)


def eps_tran(q, om):
    return eps_long(q, om) + (c * q / om)**2 * f_closed(q, om)


for q_ang in (0.2, 1.0, 2.0):
    q = q_ang * bohr
    assert close(eps_long_grid(q, w) - 1, eps_long_density(q, w) - 1, 1e-7)
    assert close(eps_long_grid(q, w) - 1, eps_long(q, w) - 1, 1e-7)
    assert close(eps_tran_grid(q, w) - 1, eps_tran(q, w) - 1, 1e-7)
    assert close(f_grid(q, w), f_closed(q, w), 1e-6)

# ---- 4. Order q^2 coefficients and the local permeability ----
d1, d2, d3 = w0**2 - w**2, 4 * w0**2 - w**2, 9 * w0**2 - w**2
eps0 = 1 + 4 * pi * n / d1
alpha_l = 4 * pi * n / (2 * w0) * (1 / d2 - 1 / d1)
alpha_t = -4 * pi * n / (2 * w0 * w**2) * (w0**2 / d1 - 2 * w0**2 / d2)
f_local = -pi * n / (w0 * c**2) * 4 * w0**2 / d2
f_trans = w**2 * alpha_t / c**2
q = 0.05 * bohr


def slope(fun):
    a = (fun(q, w) - eps0) / q**2
    b = (fun(2 * q, w) - eps0) / (2 * q)**2
    return (4 * a - b) / 3


assert close(slope(eps_long_grid), alpha_l, 1e-4)
assert close(slope(eps_tran_grid), alpha_t, 1e-4)
f_limit = (4 * f_grid(q, w) - f_grid(2 * q, w)) / 3
assert close(f_limit, f_local, 1e-4)
f_q2 = -pi * n / c**2 * (3 / d3 - 2 / d2)
assert close((f_grid(2 * q, w) - f_grid(q, w)) / (3 * q**2), f_q2, 2e-2)

# ---- 5. Static limit from the energy of an atom in a magnetic field ----
m = 14
low = vec[:, :m]
x1 = low.T @ (x[:, None] * low)
x2 = low.T @ (x[:, None]**2 * low)
p1 = -1j * low.T @ deriv @ low
one = np.eye(m)
h0 = np.kron(np.diag(energy[:m]), one) + np.kron(one, np.diag(energy[:m]))
ang_mom = np.kron(x1, p1) - np.kron(p1, x1)
r2 = np.kron(x2, one) + np.kron(one, x2)


def ground_energy(b):
    return np.linalg.eigvalsh(h0 + b / 2 * ang_mom + b**2 / 8 * r2)[0]


b = 0.01
curvature = (ground_energy(b) + ground_energy(-b) - 2 * ground_energy(0)) / b**2
f_magnetic = -4 * pi * n / c**2 * curvature
f_static = -pi * n / (w0 * c**2)
assert close(f_magnetic, f_static, 3e-4)
w_low = 0.01 * w0
assert close(f_grid(0.1 * bohr, w_low), f_magnetic, 1e-2)
low_t = w_low**2 / c**2 * (eps_tran_grid(q, w_low)
                           - eps_tran_grid(1e-9, w_low)) / q**2
assert close(low_t, f_magnetic, 1e-2)

# ---- 6. Nature of the resonances ----
assert np.linalg.norm(ang_mom[:, 0]) < 1e-8
shear = np.kron(p1, x1)[:, 0]
quadrupole = np.kron(x1, x1)[:, 0]
gaps2 = np.real(np.diag(h0)) - h0[0, 0]
assert np.allclose(shear, 0.5j * gaps2 * quadrupole, atol=1e-8)
q_one = 1.0 * bohr
near1, near3 = w0 * (1 - 1e-4), 3 * w0 * (1 - 1e-4)
dipole_jump = eps_long_grid(q_one, near1) - 1
assert abs(dipole_jump) > 10
assert close(f_grid(q_one, near1), f_closed(q_one, w0 * (1 - 2e-4)), 1e-2)
residue3 = (9 * w0**2 - near3**2) * f_grid(q_one, near3)
assert close(residue3, -6 * pi * n * w0 / c**2 * poisson(q_one)[1], 1e-2)

# ---- 7. Squared refractive index in the different descriptions ----
index2 = eps0
for _ in range(30):
    q_light = np.sqrt(index2) * w / c
    index2 = eps_tran(q_light, w)
mu_shift = f_local / (1 - f_local)
mu_t_shift = f_trans / (1 - f_trans)
shift_exact = index2 - eps0
shift_local = eps0 * mu_shift
shift_trans = eps0 * mu_t_shift
shift_nonlocal = eps_long(q_light, w) * (1 + mu_shift) - eps0
assert close(shift_trans, shift_exact, 1e-4)
assert close(shift_nonlocal, shift_exact, 1e-4)
assert not close(shift_local, shift_exact, 0.1)

# ---- 8. Free-electron gas: the two orders of limits ----
kf, q_gas = 1.0 * bohr, 0.01 * bohr
n_gas = kf**3 / (3 * pi**2)
nodes, weights = np.polynomial.legendre.leggauss(80)
u, du = kf * nodes, kf * weights


def px2_weight(v):
    return 3 / 16 * (kf**2 - v**2)**2 / kf**3


delta = u * q_gas + q_gas**2 / 2
kernel = 2 * delta / (w**2 - delta**2)
bracket_t = 1 + np.sum(du * px2_weight(u) * kernel)
gas_t = 1 - 4 * pi * n_gas / w**2 * bracket_t
density_weight = 0.75 * (kf**2 - u**2) / kf**3
gas_l = 1 - 4 * pi * n_gas / q_gas**2 * np.sum(du * density_weight * kernel)
gas_dynamic = w**2 / (c * q_gas)**2 * (gas_t - gas_l)
gas_dynamic_formula = 4 * pi * n_gas / (c * w)**2 * 0.4 * kf**2
assert close(gas_dynamic, gas_dynamic_formula, 1e-2)
pv = quad(px2_weight, -kf, kf, weight="cauchy", wvar=-q_gas / 2,
          epsabs=1e-13, epsrel=1e-12)[0]
gas_static = -4 * pi * n_gas / (c * q_gas)**2 * (1 - 2 * pv / q_gas)
landau = -kf / (3 * pi * c**2)
assert close(gas_static, landau, 1e-3)

# ---- Output ----
print(f"oscillator energy            {w0_ev:.1f} eV")
print(f"photon energy                {w_ev:.1f} eV")
print(f"electron density             {n_ang:.3f} 1/angstrom^3")
print(f"speed of light               {c:.3f} atomic units")
print(f"oscillator length w0^(-1/2)  {bohr / np.sqrt(w0):.4f} angstrom")
print(f"light wavevector in medium   {q_light / bohr:.6f} 1/angstrom")
print(f"eps(omega) at q=0            {eps0:.6f}")
print(f"alpha_L                      {alpha_l * bohr**2:.5e} angstrom^2")
print(f"alpha_T                      {alpha_t * bohr**2:.5e} angstrom^2")
print(f"1-1/mu, local formula        {f_local:.5e}")
print(f"1-1/mu, grid, q->0           {f_limit:.5e}")
print(f"1-1/mu_T, transverse only    {f_trans:.5e}")
print(f"static 1-1/mu, formula       {f_static:.5e}")
print(f"static 1-1/mu, from E(B)     {f_magnetic:.5e}")
print("finite q at the photon energy (q in 1/angstrom):")
for q_ang in (0.2, 1.0, 2.0):
    q = q_ang * bohr
    print(f" q={q_ang:.1f} eps_L={eps_long_grid(q, w):.6f}"
          f" eps_T={eps_tran_grid(q, w):.6f}")
    print(f"   1-1/mu(q)={f_grid(q, w):.5e}"
          f" ratio to local={f_grid(q, w) / f_local:.5f}")
print("squared refractive index minus eps(omega):")
print(f" exact eps_T(q)              {shift_exact:.5e}")
print(f" eps(omega) mu               {shift_local:.5e}")
print(f" eps(omega) mu_T             {shift_trans:.5e}")
print(f" eps_L(q) mu                 {shift_nonlocal:.5e}")
print(f"gas Fermi wavevector         {kf / bohr:.2f} 1/angstrom")
print(f"gas test wavevector          {q_gas / bohr:.3f} 1/angstrom")
print(f"gas 1-1/mu, 4 eV, small q    {gas_dynamic:.5e}")
print(f"gas same, leading formula    {gas_dynamic_formula:.5e}")
print(f"gas 1-1/mu, omega->0 first   {gas_static:.5e}")
print(f"gas Landau formula           {landau:.5e}")
print("all good")
```

Running it gives:

```
oscillator energy            10.0 eV
photon energy                4.0 eV
electron density             0.001 1/angstrom^3
speed of light               137.036 atomic units
oscillator length w0^(-1/2)  0.8729 angstrom
light wavevector in medium   0.002044 1/angstrom
eps(omega) at q=0            1.016415
alpha_L                      -4.88594e-03 angstrom^2
alpha_T                      -2.19867e-02 angstrom^2
1-1/mu, local formula        -7.02689e-08
1-1/mu, grid, q->0           -7.02689e-08
1-1/mu_T, transverse only    -9.03458e-08
static 1-1/mu, formula       -6.74582e-08
static 1-1/mu, from E(B)     -6.74551e-08
finite q at the photon energy (q in 1/angstrom):
 q=0.2 eps_L=1.016221 eps_T=1.015540
   1-1/mu(q)=-6.98973e-08 ratio to local=0.99471
 q=1.0 eps_L=1.012232 eps_T=0.997193
   1-1/mu(q)=-6.17988e-08 ratio to local=0.87946
 q=2.0 eps_L=1.005309 eps_T=0.962389
   1-1/mu(q)=-4.40899e-08 ratio to local=0.62745
squared refractive index minus eps(omega):
 exact eps_T(q)              -9.18287e-08
 eps(omega) mu               -7.14224e-08
 eps(omega) mu_T             -9.18288e-08
 eps_L(q) mu                 -9.18288e-08
gas Fermi wavevector         1.00 1/angstrom
gas test wavevector          0.010 1/angstrom
gas 1-1/mu, 4 eV, small q    1.73672e-05
gas same, leading formula    1.73607e-05
gas 1-1/mu, omega->0 first   -2.98991e-06
gas Landau formula           -2.98993e-06
all good
```
